# Choosing the Polarization History in a Ferroelectric Transistor Calculation

A ferroelectric transistor is written with a gate pulse of +5 V or −5 V, returned to 0 V, and read at 0.5 V. After one pulse the channel conducts; after the other it does not. The gate voltage at reading is the same, so a calculation given only that voltage cannot know which answer to return.

A program that solves for electronic charge and electrostatic potential together may let the user choose the law of each insulating region. For a ferroelectric film the choice is between a linear dielectric and a polarization that remembers its past fields. The second option brings further decisions: the initial state, the voltage path, and when a new field enters the memory. The analysis below shows what these decisions do.

## The two balances

Take a ferroelectric film of thickness $t_F$ and background permittivity $\varepsilon_F$, a floating metal, an oxide ($t_o,\varepsilon_o$), and p-type silicon with source, drain and body grounded. Fields and displacements are positive towards the silicon. The potential $\psi$ at the silicon surface is measured from the neutral bulk. Adding the potential drops gives

$$V_G-V_{FB}=\psi+\frac{t_o}{\varepsilon_o}D+t_FE, \tag{1}$$

where $D$ is the oxide displacement, $E$ the film field, and $V_{FB}$ the constant work-function offset.

The film displacement is $\varepsilon_FE+P$. If the floating metal is neutral, the flux entering it equals the flux leaving it. With $r$ the ratio of film area to transistor area,

$$D=r(\varepsilon_FE+P). \tag{2}$$

A stack without the metal has $r=1$, provided no charge sits between film and oxide. With no charge at the oxide–silicon interface, Gauss's law also gives $D=-Q_s$, where $Q_s$ is the silicon charge per area.

## The silicon charge

Let $p_0,n_0$ be the bulk hole and electron densities, $V_T=kT/q$ and $u=\psi/V_T$. Boltzmann statistics and bulk neutrality, $p_0-n_0=N_A$, give

$$\rho=q[p_0(e^{-u}-1)-n_0(e^u-1)].$$

Multiply Poisson's equation $\varepsilon_s\psi''=-\rho$ by $\psi'$. The left side becomes $(\varepsilon_s\psi'^2/2)'$. Integrating from the bulk, where $\psi=\psi'=0$, to the surface gives $D^2/(2\varepsilon_s)=-\int_0^\psi\rho(\varphi)\,d\varphi$, because $D=-\varepsilon_s\psi'$ there. The integrals of the two exponentials yield

$$D=\operatorname{sgn}(\psi)\sqrt{2q\varepsilon_s\,g},$$
$$g=p_0[V_T(e^{-u}-1)+\psi]+n_0[V_T(e^u-1)-\psi]. \tag{3}$$

Differentiating $D^2$ gives $dD/d\psi=-\varepsilon_s\rho/D$. Charge and potential have opposite signs, so this slope is positive. At $\psi=0$, $g\simeq(p_0+n_0)\psi^2/(2V_T)$, and the slope is positive there too.

## The memory of the film

The Preisach model represents the film by many two-state relays. Each switches up when the field rises to $\alpha$ and down when it falls to $\beta<\alpha$. The density used here is a product of two logistic densities of width $\delta$, centred at $E_c$ for $\alpha$ and $-E_c$ for $\beta$, cut to $\beta<\alpha$ and normalized. Their cumulative distributions are

$$A(x)=\frac1{1+e^{-(x-E_c)/\delta}},\qquad B(x)=\frac1{1+e^{-(x+E_c)/\delta}}.$$

Let $T(M,m)$ be the fraction of relays with $\alpha\le M$ and $\beta\ge m$. At fixed $\beta$, the allowed $\alpha$ run from $\beta$ to $M$, so

$$T=\frac1N\int_m^M B'(\beta)[A(M)-A(\beta)]\,d\beta$$
$$=\frac{A(M)[B(M)-B(m)]-G(M)+G(m)}N, \tag{4}$$

with $G(x)=\int_{-\infty}^xAB'\,d\beta$. To evaluate $G$, put $v=e^{x/\delta}$, $h=E_c/\delta$, $a=e^h$, $b=e^{-h}$ and $\kappa=a-b$. Then $A=v/(v+a)$, $B=v/(v+b)$, and

$$G=\int_0^v\frac{b\,w\,dw}{(w+a)(w+b)^2}.$$

The partial fractions are

$$\frac{w}{(w+a)(w+b)^2}=\frac a{\kappa^2}\left[\frac1{w+b}-\frac1{w+a}\right]-\frac b{\kappa(w+b)^2}.$$

Since $ab=1$, integration gives

$$G=\frac{\ln(1+v/b)-\ln(1+v/a)}{\kappa^2}-\frac b\kappa B(x). \tag{5}$$

As $x\to\infty$ the logarithms differ by $2h$ and $B\to1$. Hence $N=1-G(\infty)=1-2h/\kappa^2+b/\kappa$.

Now start with all relays down and let the stored turning fields be $m_0=-\infty,M_1,m_1,M_2,\ldots$, with falling maxima and rising minima. At $m_{k-1}$ all relays with $\beta\ge m_{k-1}$ are down; the rise to $M_k$ turns up those with $\alpha\le M_k$. The next fall turns down those among them with $\beta\ge m_k$. Thus

$$\frac P{P_s}=-1+2\sum_k[T(M_k,m_{k-1})-T(M_k,m_k)], \tag{6}$$

where the last term is absent if the field is still rising. When the field passes an older extreme, the inner pair of turning fields no longer affects any relay and is deleted. This is the wiping-out rule.

On the rising branch from negative saturation, $P/P_s=-1+2T(E,-\infty)$. If $E_c\gg\delta$, $B$ is nearly one wherever $A$ is appreciable, so $T\simeq A$ and

$$P\simeq P_s\tanh\frac{E-E_c}{2\delta}. \tag{7}$$

The falling branch has $E+E_c$ instead.

## One unknown, one root

For a trial $\psi$, equation (3) gives $D$ and equation (1) gives $E$. What remains is

$$R(\psi)=D(\psi)-r\{\varepsilon_FE(\psi)+P[E(\psi);\text{history}]\}=0. \tag{8}$$

As $\psi$ rises, $D$ rises and $E$ falls. The relay density is nonnegative and has no point masses, so $P$ is a continuous, nondecreasing function of the new field reached monotonically from the stored one. Therefore $R$ rises strictly, from $-\infty$ to $+\infty$, and has one root. Bracketing the root is safe even where the polarization is steep.

Raising $V_G$ raises $E$ at fixed $\psi$ and makes $R$ negative at the old root. The new root has larger $\psi$ and $D$, and by (2) larger $E$. A monotonic voltage leg thus produces a monotonic field leg, and a quasi-static calculation may cross it in one step: intermediate points resolve the curve but do not alter its end.

The trial fields of the root search are different. They move back and forth, and storing them would create turning points that the device never experienced. Each trial must start from the saved history; only the converged field is stored.

Define $C_s=dD/d\psi$, $C_o=\varepsilon_o/t_o$ and $C_F=r(\varepsilon_F+dP/dE)/t_F$. Since $dD=C_Ft_F\,dE$, differentiating (1) gives

$$\frac{dV_G}{d\psi}=1+\frac{C_s}{C_o}+\frac{C_s}{C_F}>1. \tag{9}$$

This model cannot amplify the surface potential, however steep its hysteresis branch.

## When a cycle closes

Start at negative saturation, raise the gate to $V_{\max}$, lower it to $V_{\min}$, and return. When the field regains its first maximum, the wiping-out rule restores the first polarization. The earlier solution at $V_{\max}$ satisfies (8) again, and uniqueness makes it the solution found. The cycle has closed.

Another starting history may need a preparatory cycle. Suppose the gate goes from negative saturation through 5, −0.5, 1.2, −1.0, 1.2, −1.0 and 1.2 V. The first descent to −1.0 V erases the minimum left at −0.5 V. In the example below, $P$ at 1.2 V consequently changes by 0.87 µC/cm² between the first two visits, and not at all between the second and third.

The loop also provides an energy balance. Multiply (1) by $dD$ and integrate around a closed cycle. The terms in $V_{FB}$, $\psi(D)$ and $D$ vanish because each is a single-valued function of $D$. Substituting (2) removes the background term $\oint E\,dE$ as well:

$$\oint V_G\,dD=r\,t_F\oint E\,dP. \tag{10}$$

A relay of weight $w$ that switches up and back once during the cycle contributes $2P_sw(\alpha-\beta)$ to the last integral: its polarization rises by $2P_sw$ at $\alpha$ and falls by the same amount at $\beta$. A relay that does not switch contributes nothing.

## A worked device

The round parameters are $t_F=10$ nm, $t_o=5$ nm, $r=0.05$, $P_s=20$ µC/cm², $E_c=1$ MV/cm, $\delta=0.2$ MV/cm, $V_{FB}=-0.5$ V, $N_A=10^{17}$ cm⁻³, intrinsic density $10^{10}$ cm⁻³ and $T=300$ K. Relative permittivities are 30 for the film, 3.9 for the oxide and 11.7 for silicon. A field of 1 MV/cm across 1 nm drops 0.1 V.

At +5 V the balance is

$$1.030+1.934+2.535=5.50\ \mathrm V,$$

for silicon, oxide and film. This equals $5-(-0.5)$ V. The film has $\varepsilon_FE=2.656\times2.535=6.73$ µC/cm² and $P=19.98$ µC/cm², so $D=0.05(6.73+19.98)=1.336$ µC/cm².

Displacement continuity was tested by replacing (6) with an explicit relay ensemble, driven by the solved fields at gate voltages −5, 5, −1.5, 2, −0.8, 1.2, −0.3, 0.9, 2.5, −2, 0.5, 1.5, 0, 3, −5, 0 and 0.5 V. The largest mismatch between $D/r$ from the silicon and the ensemble's film displacement was 0.015 µC/cm².

The ±5 V loop closes to the printed precision. At −5 V, $P=-19.963$ µC/cm², so 0.037 µC/cm² is missing from ideal negative saturation. That small remainder separates the first rising leg from the second; it does not prevent closure. The gate loss is 3.99 µJ/cm² of transistor area, in agreement with the relay sum. The estimate $r t_F(2P_s)(2E_c)=0.05\times40\times2=4.0$ µJ/cm² explains its size.

### Threshold and window

Define threshold by $\psi=2\phi_F=2V_T\ln(p_0/n_i)=0.833$ V, with $n_i$ the intrinsic density. Both branches then have the same $D_{th}=0.166$ µC/cm² and the same oxide drop. Subtracting (1) between them leaves

$$\Delta V=t_F(E_{up}-E_{down}). \tag{11}$$

The branches (7) give fields of 1.013 and −0.883 MV/cm, hence $\Delta V=1.896$ V. The full solution gives thresholds of 1.587 and −0.309 V, with the same window to the millivolt.

The window is smaller than $2E_ct_F=2$ V for a traceable reason. Both branches must supply $D_{th}/r=3.33$ µC/cm². On the rising branch the background supplies $2.656\times1.013=2.69$, leaving $P=0.64$ µC/cm². On the falling branch it supplies −2.35, so $P=5.67$ µC/cm². Inverting (7), $E=\pm E_c+2\delta\operatorname{artanh}(P/P_s)$, gives shifts from $\pm E_c$ of 0.013 and 0.117 MV/cm. Their difference reduces the window by 0.104 V.

### Holding and reading

At 0 V after the positive pulse, $E=-0.836$ MV/cm and only $P=7.75$ µC/cm² remains. The silicon and oxide drops total 1.34 V, more than the available $V_G-V_{FB}=0.5$ V, so the film field must be negative and opposes its polarization. After the negative pulse the held value is −6.11 µC/cm².

At the 0.5 V read, the surface potentials are 0.950 V (on) and 0.022 V (off). The on state has $9.82\times10^{11}$ electrons/cm². For mobility 200 cm²/Vs, equal channel width and length, and a small drain voltage of 0.05 V,

$$I=q n\mu V_{DS}=1.57\ \text{µA}.$$

The on-state read reverses the preceding downward gate motion and closes on returning to 0 V. The off state was approached from −5 V, so its first read continues the upward motion. More relays switch, and $P$ at 0 V changes from −6.11 to −2.23 µC/cm². An identical second read causes no further change. A calculation of repeated reading should therefore include the first read in its history; restarting every read from the freshly written state describes a different experiment.

## Turning the polarization off

For $P_s=0$, equation (2) gives $E=D/(r\varepsilon_F)$. Substitution into (1) yields

$$V_G=V_{FB}+\psi+\frac DC,\qquad \frac1C=\frac{t_o}{\varepsilon_o}+\frac{t_F}{r\varepsilon_F}. \tag{12}$$

This is an ordinary transistor with two dielectrics in series. Here $C=0.1114$ µF/cm², and its threshold is $-0.5+0.833+0.1663/0.1114=1.826$ V. A spatial solution of Poisson's equation at −2, 0.5, 2, 5 and 13 V agreed in surface potential to within 0.04 mV.

The linear device is not the midpoint of the two memory states: its threshold lies above both. Its film must supply all 3.33 µC/cm² through the background, which takes 1.25 MV/cm, whereas both hysteretic branches receive help from positive $P$.

To follow the approach to this limit, set $E_0=D_{th}/(r\varepsilon_F)$. At threshold $E=E_0-P(E)/\varepsilon_F$, so to first order in $P_s$

$$\Delta V\simeq\frac{t_F}{\varepsilon_F}[P_{down}(E_0)-P_{up}(E_0)]. \tag{13}$$

The window vanishes linearly with $P_s$, at fixed $E_c$ and $\delta$. For $P_s=0.01$ µC/cm² the formula gives 1.662 mV and the full solution 1.676 mV. The next term in the expansion, $t_FPP'/\varepsilon_F^2$, is appreciable only on the rising branch and adds 0.014 mV, which accounts for the difference.

Below threshold, depletion gives $D\simeq\sqrt{2q\varepsilon_sp_0(\psi-V_T)}$ and $C_{dep}=dD/d\psi=q\varepsilon_sp_0/D$. To leading order the electron density varies as $e^{\psi/V_T}$. Using $dV_G/d\psi=1+C_{dep}/C$, the gate voltage per decade is

$$S\simeq V_T\ln10\left(1+\frac{C_{dep}}C\right). \tag{14}$$

At $\psi=0.625$ V this gives 122.4 mV/decade, against 125.3 from the full charge. The electron layer also thins as the surface field grows, so its sheet density varies as $e^{\psi/V_T}/D$. This divides (14) by $1-V_T/[2(\psi-V_T)]=0.978$ and gives 125.1 mV/decade.

## Where a real device departs

The film thickness, polarization and coercive field are rough typical values for ferroelectric hafnia. The small area ratio and 5 nm oxide are deliberate and differ from a plain gate stack with a thin interlayer. For $r=1$, a 1 nm oxide and 4 V, with the film unchanged, the model gives $D=7.86$ µC/cm² and an oxide field of 22.8 MV/cm. That is above a rough breakdown scale of 10 MV/cm, so this result is not a usable device prediction. Real stacks can trap charge between film and oxide, which (2) leaves out. Lowering the oxide field to 10 MV/cm at the same film displacement would require roughly 4 µC/cm² of negative charge there. The silicon surface is strongly degenerate in this case and (3) no longer holds: Fermi–Dirac statistics lower $D$ to about 7.2 µC/cm² and the oxide field to about 21 MV/cm, still far above breakdown. In the worked device the peak oxide field is 3.9 MV/cm.

Retention tests the neutrality of the floating metal. A rough tunnelling estimate gives a time of order $10^{11}$ s, uncertain by a factor of ten through the prefactor alone, to remove the on-state hold charge through the oxide. Through the film, however, an average leakage of only $1.8\times10^{-14}$ A/cm² would supply that charge in ten years. If it stayed on the metal, (2) would require 5.5 µC/cm² more film displacement at threshold, 8.9 µC/cm² in all. A device rewritten to saturation afterwards finds this on the steep falling branch, and its low threshold rises by only about 0.13 V. The held device cannot. The leaked charge raises $E$, the film follows a nearly flat minor branch with $P$ near 8 µC/cm², and the background must supply the rest with a field of about +0.3 MV/cm. The threshold of the held on state then rises to about 0.9 V, above the 0.5 V read, and the stored state is lost. Half of that charge already lowers the read sheet density to about $3\times10^{11}$ cm⁻².

Other corrections are smaller than the window. At +5 V, electron degeneracy adds about 0.02 V to $\psi$. A triangular-well estimate puts the lowest electron level 0.05 eV above the band edge at threshold and 0.2 eV above it at +5 V. Confinement matters for the read: a self-consistent Schrödinger–Poisson charge lowers the held on-state $P$ to about 7.4 µC/cm² and the read sheet density and current by about 14%, so the digits quoted for them belong to the classical model. At 358 K, with the film parameters held fixed, $2\phi_F$ falls by 0.07 V if the silicon gap is kept at 1.12 eV, and by about 0.09 V if the gap narrows with temperature as it does in silicon. Switching time, grain variation and the film's own temperature dependence are absent.

## Guidance for the setting

Use the linear option for a film without switchable polarization, or as a check of the electrostatics; do not use it as an average of the two memory states. For a memory calculation, choose the hysteretic option and:

- begin from a stated saturated state and apply the actual sequence of gate reversals;
- restore the saved history for every trial field and store the converged field alone;
- for a periodic drive from another state, discard the preparatory cycle and compare $P$ at successive visits to the same extreme;
- inspect the interlayer field before interpreting the window, and for retention add any charge leaked onto the floating metal to (2), starting from the held state.

A quantum-mechanical silicon charge can replace (3) without changing the root argument, provided $D$ still rises continuously with $\psi$ and spans the required range. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
T 300 K; acceptors 1.0e+17, intrinsic 1.0e+10 cm^-3
relative permittivity Si 11.7, oxide 3.9, ferro 30.0
thickness ferro 10.0 nm, oxide 5.0 nm; area ratio 0.05
Ps 20.0 uC/cm2; Ec 1.0, width 0.2 MV/cm
flat band -0.5 V; write +/-5.0 V; read 0.5 V
thermal voltage 0.02585 V; threshold psi 0.8334 V
relay normalization before rescaling 0.999591
relay check: largest D mismatch 0.0148 uC/cm2
at +5 V: psi 1.0304 V, oxide drop 1.9342 V
at +5 V: ferro drop 2.5354 V
at +5 V: E 2.5354 MV/cm, P 19.9815 uC/cm2
at +5 V: oxide D 1.3358 uC/cm2
at -5 V: E -2.3969 MV/cm, P -19.9630 uC/cm2
major-loop closure, largest column difference 0.0e+00
P gap from ideal negative saturation 0.0370 uC/cm2
minor-loop P gap: first 0.8727 uC/cm2
minor-loop P gap: second 0.0e+00 uC/cm2
loop loss: gate 3.9917, relays 3.9895 uJ/cm2
largest dpsi/dV on major loop 0.8318
threshold D 0.1663 uC/cm2
thresholds: low -0.3091 V, high 1.5867 V
tanh threshold fields: -0.8833, 1.0127 MV/cm
window: device 1.8958 V, tanh branches 1.8961 V
small Ps 0.01 uC/cm2: window 1.6759 mV
small-Ps formula 1.6616 mV
zero-P capacitance 0.11139 uF/cm2; threshold 1.8265 V
Poisson check: largest psi error 0.0324 mV
Poisson check: electron-sheet error 0.003 percent
zero-P swing: computed 125.27 mV/decade
zero-P swing: formula 122.42 mV/decade
hold 0 V, on: E -0.8364 MV/cm, P 7.7479 uC/cm2
hold 0 V, off: E 0.8735 MV/cm, P -6.1075 uC/cm2
read psi: on 0.9502 V, off 0.0223 V
read on: electrons 9.8247e+11 cm^-2
mobility 200.0 cm2/Vs, VDS 0.05 V, W/L 1
read on: current 1.5741 uA
on-state P change after first read 8.4e-14 uC/cm2
off-state P change after first read 3.8800 uC/cm2
off-state P at 0 V after first read -2.2274 uC/cm2
off-state P change after second read 0.0e+00 uC/cm2
peak oxide field 3.868 MV/cm
peak surface electrons 2.040e+20 cm^-3; rough Nc 2.8e+19
degeneracy correction to peak psi 0.0233 V
confinement: threshold 0.0511 eV
confinement: peak 0.2049 eV
rough oxide tunnelling at write 3.2e-14 A/cm2
rough oxide tunnelling at hold 3.5e-19 A/cm2
rough hold-charge tunnelling time 7.9e+11 s
ferro leakage supplying hold charge in 10 y 1.8e-14 A/cm2
threshold-psi change at 358 K -0.0718 V
r=1, 1 nm oxide, 4 V: D 7.861 uC/cm2
r=1, 1 nm oxide, 4 V: oxide field 22.77 MV/cm
```
